# Tunnel splitting of the Holstein dimer for fast and slow phonons: test program

```python
# One-electron Holstein dimer: two sites, hopping t, one phonon of energy w per
# site, dimensionless site coupling g, polaron energy Ep = g^2 w (hbar = 1).
# Under test: the splitting D between the lowest exchange-odd and exchange-even
# levels tends to the Lang-Firsov value 2 t exp(-g^2) for t/w -> 0, while for
# slow phonons it follows the adiabatic double-well (Ep > t) or single-well
# (Ep < t) law instead. Energies are in eV in the example, in units of w in tests.
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal, expm
from scipy.optimize import minimize_scalar


def sector_levels(t, w, g2, parity, size=160, count=1):
    """Lowest levels of one parity sector, antisymmetric phonon mode only."""
    n = np.arange(size)
    diagonal = w * n - parity * t * (-1.0) ** n
    coupling = w * np.sqrt(g2 / 2) * np.sqrt(n[1:])
    return eigh_tridiagonal(diagonal, coupling, eigvals_only=True,
                            select='i', select_range=(0, count - 1))


def splitting(t, w, g2, size=160):
    return (sector_levels(t, w, g2, -1, size)[0]
            - sector_levels(t, w, g2, +1, size)[0])


def lang_firsov(t, g2):
    return 2 * t * np.exp(-g2)


def action_factor(r):
    return np.sqrt(1 - r**2) - r**2 * np.arccosh(1 / r)


def adiabatic_splitting(t, w, g2):
    r = t / (g2 * w)
    x0 = np.sqrt(1 - r**2)
    prefactor = 4 * w * np.sqrt(g2) * x0**2.5 / (np.sqrt(np.pi) * r)
    return prefactor * np.exp(-x0 * np.arccosh(1 / r) - g2 * action_factor(r))


def ladder(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def displaced_parity(g2, size=70):
    """Phonon parity operator in the basis of displaced oscillator states."""
    b = ladder(size)
    signs = (-1.0) ** np.arange(size)
    return signs[:, None] * expm(np.sqrt(2 * g2) * (b.T - b))


def fast_coefficient(g2, keep=40):
    """C in D / D_LF = 1 + C (t/w)^2, from third-order perturbation sums."""
    m = displaced_parity(g2)[:keep, :keep]
    n = np.arange(1, keep)
    v = m[0, 1:] / n
    u = m[1:, 0] / n
    return np.exp(g2) * (v @ m[1:, 1:] @ u) - np.sum(v**2)


def biased_dimer(t, w, g2, bias, size=70):
    """Electron plus antisymmetric mode, site energies +bias/2 and -bias/2."""
    b = ladder(size)
    one = np.eye(size)
    sx = np.array([[0.0, 1.0], [1.0, 0.0]])
    sz = np.diag([1.0, -1.0])
    h = (np.kron(-t * sx + bias / 2 * sz, one)
         + np.kron(np.eye(2), w * b.T @ b)
         + np.kron(sz, w * np.sqrt(g2 / 2) * (b + b.T)))
    return eigh(h)


# --- Full Hamiltonian with both site phonons against the parity sectors
size = 22
t_test, g2_test = 0.5, 2.0
b = ladder(size)
one = np.eye(size)
number = b.T @ b
shift = b + b.T
site1, site2 = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
hop = np.array([[0.0, -t_test], [-t_test, 0.0]])
h_full = (np.kron(hop, np.eye(size**2))
          + np.kron(np.eye(2), np.kron(number, one) + np.kron(one, number))
          + np.sqrt(g2_test) * (np.kron(site1, np.kron(shift, one))
                                + np.kron(site2, np.kron(one, shift))))
full_levels = eigh(h_full, eigvals_only=True, subset_by_index=[0, 1])
sector_pair = np.array([sector_levels(t_test, 1.0, g2_test, p)[0]
                        for p in (1, -1)]) - g2_test / 2
full_error = np.max(np.abs(full_levels - sector_pair))
assert full_error < 1e-8

# --- Lang-Firsov overlap and the leading error for fast phonons
for g2 in (0.3, 2.0, 6.0):
    assert abs(displaced_parity(g2)[0, 0] / np.exp(-g2) - 1) < 1e-8
    small = 0.01
    measured = (splitting(small, 1.0, g2) / lang_firsov(small, g2) - 1) / small**2
    # next order in (t/w)^2 and rounding in the small splitting set the tolerance
    assert abs(measured - fast_coefficient(g2)) < 0.01
assert abs(fast_coefficient(1e-3) / (-4e-3) - 1) < 0.02

# --- Lower adiabatic surface: minimum, barrier, curvature, action, prefactor
g2, r = 6.0, 1 / 3
g, t_ad = np.sqrt(g2), r * g2


def lower_surface(q):
    m = np.array([[q * q / 2 + g * q, -t_ad], [-t_ad, q * q / 2 - g * q]])
    return np.linalg.eigvalsh(m)[0]


x0 = np.sqrt(1 - r**2)
found = minimize_scalar(lower_surface, bounds=(0.1, 2 * g), method='bounded',
                        options={'xatol': 1e-9})
assert abs(found.x - g * x0) < 1e-5
assert abs(lower_surface(0.0) - found.fun - (g2 - t_ad)**2 / (2 * g2)) < 1e-8
step = 1e-3
curvature = (lower_surface(found.x + step) + lower_surface(found.x - step)
             - 2 * found.fun) / step**2
assert abs(np.sqrt(curvature) - x0) < 1e-4
nodes, weights = np.polynomial.legendre.leggauss(40)
q0 = g * x0
q = q0 * (nodes + 1) / 2
wq = q0 * weights / 2
depth = np.array([lower_surface(s) for s in q]) - lower_surface(q0)
momentum = np.sqrt(2 * depth)
action = 2 * np.sum(wq * momentum)
assert abs(action - g2 * action_factor(r)) < 1e-6
log_factor = np.sum(wq * (x0 / momentum - 1 / (q0 - q)))
numeric_gap = 2 * x0 * q0 * np.sqrt(x0 / np.pi) * np.exp(log_factor - action)
assert abs(numeric_gap / adiabatic_splitting(t_ad, 1.0, g2) - 1) < 1e-3
r_small = 0.05
assert abs((1 - action_factor(r_small))
           / (r_small**2 * (0.5 + np.log(2 / r_small))) - 1) < 0.01

# --- Double-well law against diagonalization, corrections of order 1/g^2
ratio20, ratio40 = [splitting(0.5 * s, 1.0, s) / adiabatic_splitting(0.5 * s, 1.0, s)
                    for s in (20.0, 40.0)]
extrapolated = 2 * ratio40 - ratio20
assert abs(extrapolated - 1) < 0.03   # remainder is of order 1/g^4

# --- Single-well law for slow phonons with Ep < t
for t_slow, g2_slow in ((200.0, 100.0), (1000.0, 2.0)):
    law = np.sqrt(1 - g2_slow / t_slow)
    assert abs(splitting(t_slow, 1.0, g2_slow) / law - 1) < 0.01

# --- Worked example: rough typical values, electron polaron in titanium dioxide
Ep, t, w = 0.6, 0.2, 0.1
r = t / Ep
g2 = Ep / w
gap = splitting(t, w, g2)
kT = constants.k * 300 / constants.e
to_THz = constants.e / constants.h * 1e-12
print(f"Ep = {Ep:.2f} eV, t = {t:.2f} eV, phonon w = {w:.2f} eV")
print(f"g^2 = {g2:.3f}, r = t/Ep = {r:.4f}, x0 = {np.sqrt(1-r**2):.4f}")
print(f"U = arcosh(1/r) = {np.arccosh(1/r):.4f}, F = {action_factor(r):.4f}")
print(f"barrier = {(Ep-t)**2/(2*Ep):.4f} eV, well quantum = {w*np.sqrt(1-r**2):.4f} eV")
print(f"two-mode check: largest level error = {full_error:.1e} w")
print("Basis convergence at w = 0.10 eV:")
for cut in (5, 10, 15, 20, 30):
    print(f" {cut:3d} phonon states: D = {1e3*splitting(t, w, g2, cut):.6f} meV")
base_shift = abs(splitting(t, w, g2, 320) / gap - 1)
slow_gap = splitting(t, 0.03, Ep / 0.03)
slow_shift = abs(splitting(t, 0.03, Ep / 0.03, 320) / slow_gap - 1)
assert base_shift < 1e-8 and slow_shift < 1e-5
print(f"shift 160 -> 320 states: {base_shift:.1e} (w=0.10), {slow_shift:.1e} (w=0.03)")

print("Fixed Ep and t: w/eV, g^2, D/meV, D_LF/meV, D/D_LF")
ratios = []
for freq in (2.0, 1.0, 0.5, 0.2, 0.1, 0.05, 0.03):
    s = Ep / freq
    d, lf = splitting(t, freq, s), lang_firsov(t, s)
    ratios.append(d / lf)
    print(f" {freq:.2f} {s:6.2f} {1e3*d:.4e} {1e3*lf:.4e} {d/lf:.4f}")
assert abs(ratios[0] - 1) < 0.02 and ratios[-1] > 10
print("Double-well law: w/eV, D_ad/meV, D/D_ad")
for freq in (0.1, 0.05, 0.03):
    ad = adiabatic_splitting(t, freq, Ep / freq)
    print(f" {freq:.2f} {1e3*ad:.4e} {splitting(t, freq, Ep/freq)/ad:.4f}")
print(f"r = 0.5: D/D_ad = {ratio20:.4f} (g^2=20), {ratio40:.4f} (g^2=40)")
print(f" extrapolated to infinite g^2: {extrapolated:.4f}")

print("Fixed g^2 = 2: t/w, D/w, D/D_LF")
fixed = []
for tau in (0.02, 0.1, 0.5, 1.0, 2.0, 10.0, 100.0):
    d = splitting(tau, 1.0, 2.0)
    fixed.append(d / lang_firsov(tau, 2.0))
    print(f" {tau:6.2f} {d:.6f} {fixed[-1]:.5f}")
assert abs(fixed[0] - 1) < 5e-3 and fixed[-1] < 0.1
print("Fast-phonon coefficient C: " + ", ".join(
    f"{fast_coefficient(s):.4f} (g^2={s:g})" for s in (0.3, 2.0, 6.0)))
print(f"Main result: D = {1e3*gap:.4f} meV = {gap*to_THz:.4f} THz")
print(f"Lang-Firsov: {1e3*lang_firsov(t,g2):.4f} meV = {lang_firsov(t,g2)*to_THz:.4f} THz")

# --- Size of what the symmetric, cold dimer leaves out
bias = 0.05
levels0, states0 = biased_dimer(t, w, g2, 0.0)
half = len(levels0) // 2
sz_diag = np.r_[np.ones(half), -np.ones(half)]
dipole = abs(states0[:, 0] @ (sz_diag * states0[:, 1]))
levels, states = biased_dimer(t, w, g2, bias)
biased_gap = levels[1] - levels[0]
two_level = np.hypot(gap, dipole * bias)
# the two-level estimate leaves out tunnelling to excited vibrational pairs
assert abs(biased_gap / two_level - 1) < 0.1
weight = np.sum(states[half:, 0]**2)
print(f"Disorder {bias:.2f} eV: gap = {1e3*biased_gap:.3f} meV, two-level {1e3*two_level:.3f} meV")
print(f" electron weight on lower site = {weight:.4f}, dipole factor = {dipole:.4f}")
print(f"kT at 300 K = {1e3*kT:.3f} meV, kT/D = {kT/gap:.2f}")
for freq in (0.1, 0.03):
    even = sector_levels(t, freq, Ep / freq, 1, count=60)
    odd = sector_levels(t, freq, Ep / freq, -1, count=60)
    boltz = np.exp(-(np.r_[even, odd] - even[0]) / kT)
    lowest = (boltz[0] + boltz[60]) / boltz.sum()
    print(f" w = {freq:.2f} eV: lowest-pair population at 300 K = {lowest:.4f}")
    print(f"  next odd-even level difference = {1e3*(odd[1]-even[1]):.4e} meV")
print(f"D changes by factor {splitting(1.1*t, w, g2)/gap:.3f} for t +10%")
print(f"D changes by factor {splitting(t, w, 1.1*g2)/gap:.3f} for Ep +10%")
print("finished without a failed check")
```

Output:

```
Ep = 0.60 eV, t = 0.20 eV, phonon w = 0.10 eV
g^2 = 6.000, r = t/Ep = 0.3333, x0 = 0.9428
U = arcosh(1/r) = 1.7627, F = 0.7469
barrier = 0.1333 eV, well quantum = 0.0943 eV
two-mode check: largest level error = 1.3e-14 w
Basis convergence at w = 0.10 eV:
   5 phonon states: D = 6.143373 meV
  10 phonon states: D = 2.359791 meV
  15 phonon states: D = 2.315253 meV
  20 phonon states: D = 2.315207 meV
  30 phonon states: D = 2.315207 meV
shift 160 -> 320 states: 4.8e-14 (w=0.10), 2.0e-08 (w=0.03)
Fixed Ep and t: w/eV, g^2, D/meV, D_LF/meV, D/D_LF
 2.00   0.30 2.9439e+02 2.9633e+02 0.9934
 1.00   0.60 2.1365e+02 2.1952e+02 0.9732
 0.50   1.20 1.1513e+02 1.2048e+02 0.9556
 0.20   3.00 2.4419e+01 1.9915e+01 1.2262
 0.10   6.00 2.3152e+00 9.9150e-01 2.3351
 0.05  12.00 2.1222e-02 2.4577e-03 8.6350
 0.03  20.00 4.4192e-05 8.2446e-07 53.6006
Double-well law: w/eV, D_ad/meV, D/D_ad
 0.10 3.0733e+00 0.7533
 0.05 2.4587e-02 0.8631
 0.03 4.8375e-05 0.9135
r = 0.5: D/D_ad = 0.9334 (g^2=20), 0.9670 (g^2=40)
 extrapolated to infinite g^2: 1.0007
Fixed g^2 = 2: t/w, D/w, D/D_LF
   0.02 0.005414 1.00004
   0.10 0.027092 1.00091
   0.50 0.137767 1.01797
   1.00 0.279462 1.03248
   2.00 0.512012 0.94582
  10.00 0.895906 0.33099
 100.00 0.989951 0.03657
Fast-phonon coefficient C: -0.6520 (g^2=0.3), 0.0922 (g^2=2), 0.2429 (g^2=6)
Main result: D = 2.3152 meV = 0.5598 THz
Lang-Firsov: 0.9915 meV = 0.2397 THz
Disorder 0.05 eV: gap = 45.740 meV, two-level 45.835 meV
 electron weight on lower site = 0.9633, dipole factor = 0.9155
kT at 300 K = 25.852 meV, kT/D = 11.17
 w = 0.10 eV: lowest-pair population at 300 K = 0.9656
  next odd-even level difference = 1.9681e+01 meV
 w = 0.03 eV: lowest-pair population at 300 K = 0.6561
  next odd-even level difference = 1.8026e-03 meV
D changes by factor 1.277 for t +10%
D changes by factor 0.537 for Ep +10%
finished without a failed check
```
